Spin-wave nonreciprocity from interfacial DM coupling in a thin cobalt film

A wide ferromagnetic film of thickness t lies in the xy plane, with its normal along z. An applied field B0 and the static magnetization both point along +y. Spin waves travel along +x or −x, at right angles to the magnetization and in the plane of the film: the Damon-Eshbach geometry. The unit vector m gives the local direction of the magnetization, whose magnitude is Ms. Time is written τ, since t is the thickness.

The film touches a different material on one face. The broken mirror symmetry permits an interfacial Dzyaloshinskii-Moriya (DM) coupling. For a magnetization that varies along x, its energy per volume is

w_DM = D (m_z ∂x m_x − m_x ∂x m_z).

The coupling acts at the interface with strength D_s (in J/m), and D = D_s/t is its average over the film (in J/m²). The other energies per volume are exchange, A |∂x m|², perpendicular anisotropy, −K m_z² with K = K_s/t, the Zeeman energy, −Ms B0 m_y, and the dipolar energy.

The motion obeys

dm/dτ = −γ m × B, with B = −(1/Ms) δW/δm,

where W is the total energy, γ > 0 is in rad s⁻¹ T⁻¹, and damping is neglected. The film is thin enough for exchange to keep the precession nearly uniform through the thickness. Part (g) examines this assumption.

**(a) Find the effective field produced by the DM coupling.**

Vary m_x and m_z in the DM energy:

δW_DM = ∫ D (δm_z ∂x m_x + m_z ∂x δm_x − δm_x ∂x m_z − m_x ∂x δm_z) dV.

The second and fourth terms contain derivatives of the variations. Integrate them by parts along x. The boundary terms vanish for a periodic wave, leaving

m_z ∂x δm_x → −δm_x ∂x m_z,
−m_x ∂x δm_z → +δm_z ∂x m_x.

Each repeats a term already present, which is the origin of the factor 2:

δW_DM = ∫ 2D (δm_z ∂x m_x − δm_x ∂x m_z) dV.

Reading off the coefficients and multiplying by −1/Ms gives

B_x = (2D/Ms) ∂x m_z,
B_z = −(2D/Ms) ∂x m_x.

The field depends on a first derivative, so it changes sign when a wave is reversed. The exchange field depends on a second derivative and does not.

**(b) Linearize the equation of motion about the static state.**

For small deviations m = (m_x, 1, m_z), since m_y differs from 1 only at second order. The field is (B_x, B0, B_z), where B_x and B_z are first-order quantities. To first order,

(m × B)_x = m_y B_z − m_z B_y = B_z − B0 m_z,
(m × B)_z = m_x B_y − m_y B_x = B0 m_x − B_x.

The y component, m_z B_x − m_x B_z, is of second order and is dropped. Hence

dm_x/dτ = γ (B0 m_z − B_z),
dm_z/dτ = −γ (B0 m_x − B_x).

**(c) Find the thickness-averaged dipolar fields of a wave proportional to exp(ikx).**

Let q = |k|, let z run from 0 to t, and let m_x and m_z denote amplitudes, with the common factor exp(ikx) omitted. The dipolar field is H = −∇φ, and its source is the magnetic charge −∇·M. A sheet of charge σ exp(ikx) at z′ produces the potential σ exp(−q|z−z′|)/(2q): this decays on both sides, and its slope jumps by −σ at the sheet.

The component m_x gives a volume charge −ik Ms m_x. Integrating over the sheets,

φ(z) = −(ik Ms m_x/2q²) [2 − e^(−qz) − e^(−q(t−z))].

Then H_x = −ikφ. Since (−ik)(−ik) = −k² = −q²,

H_x(z) = −(Ms m_x/2) [2 − e^(−qz) − e^(−q(t−z))].

Each exponential has the thickness average (1 − e^(−qt))/(qt). Define

P = 1 − (1 − e^(−qt))/(qt).

The averaged field is therefore H_x = −Ms P m_x.

The component m_z puts charge +Ms m_z on the top face and −Ms m_z on the bottom face:

φ(z) = (Ms m_z/2q) [e^(−q(t−z)) − e^(−qz)],
H_z(z) = −∂φ/∂z = −(Ms m_z/2) [e^(−q(t−z)) + e^(−qz)].

Its average is −Ms (1−P) m_z.

There are also mixed fields. The potential due to m_z is odd about the midplane, and so is the H_x it produces. The potential due to m_x is even, so its z derivative is odd. Both mixed fields average to zero. The dipolar fields entering the averaged torque are thus

B_x = −μ0 Ms P m_x,
B_z = −μ0 Ms (1−P) m_z.

The additional μ0M in the full magnetic induction is parallel to m and exerts no torque.

For qt ≪ 1, expanding the exponential gives P ≈ qt/2. A very thin film has almost no in-plane dipolar field and nearly the full demagnetizing field along its normal.

**(d) Obtain the spin-wave frequency ω(k).**

Varying the exchange energy and integrating by parts gives the field (2A/Ms) ∂x² m, which becomes −(2Ak²/Ms) m for a plane wave. The anisotropy energy gives B_z = (2K/Ms) m_z. In the DM field, ∂x becomes ik. With the abbreviation

d = 2Dk/Ms,

the transverse fields are

B_x = −(2Ak²/Ms + μ0 Ms P) m_x + i d m_z,
B_z = −(2Ak²/Ms + μ0 Ms (1−P) − 2K/Ms) m_z − i d m_x.

Collect the terms even in k into two stiffness fields:

b_x = B0 + 2Ak²/Ms + μ0 Ms P,
b_z = B0 + 2Ak²/Ms + μ0 Ms (1−P) − 2K/Ms.

The equations of (b) become

dm_x/dτ = γ b_z m_z + iγd m_x,
dm_z/dτ = −γ b_x m_x + iγd m_z.

For a wave exp[i(kx − ωτ)], the time derivative is −iω. Moving the DM terms to the left gives

−i(ω + γd) m_x = γ b_z m_z,
−i(ω + γd) m_z = −γ b_x m_x.

The DM coupling displaces ω by the same amount in both equations. Multiply the first equation by −i(ω + γd) and use the second on its right-hand side:

−(ω + γd)² m_x = −γ² b_x b_z m_x.

For a nonzero wave,

(ω + γd)² = γ² b_x b_z.

The positive-frequency solution is

ω(k) = γ √(b_x b_z) − 2γDk/Ms.

The other root is −γ√(b_x b_z) − γd(k). Because d is odd in k, this equals −ω(−k). It is the complex conjugate description of the wave travelling the other way, not an additional mode.

This choice of root requires b_x > 0, b_z > 0 and √(b_x b_z) > |d|. These are also the conditions for the uniform state to be stable against such waves. For complex amplitudes, the averaged even energy is

(Ms/4)(b_x|m_x|² + b_z|m_z|²) ≥ (Ms/2) √(b_x b_z) |m_x||m_z|,

while the DM energy can lower the total by at most |Dk||m_x||m_z| = (Ms/2)|d||m_x||m_z|. If |d| exceeded √(b_x b_z), some deformation would lower the energy, and with any damping, however weak, the film would leave the uniform state.

**(e) Show that, for k > 0, f(−k) − f(+k) = 2γDk/(πMs). Explain its sign, and decide what happens if the magnetization is reversed or turned parallel to k.**

The fields b_x and b_z depend on k² and |k|, so the square root is the same for both directions. Only the DM term differs:

ω(−k) − ω(+k) = 2γDk/Ms − (−2γDk/Ms) = 4γDk/Ms.

Division by 2π converts angular frequency to frequency:

f(−k) − f(+k) = 2γDk/(πMs).

This is the separation of the two frequencies. Each is displaced by half of it, γDk/(πMs), from its value without DM coupling. The units agree: a joule per tesla is A m², so γDk/Ms has the unit s⁻¹, with the radian counted as dimensionless.

The sign follows from the sense in which the magnetization turns along the wave. Substituting the root into the first equation of motion gives m_z = −i √(b_x/b_z) m_x. In real form, with phase θ = kx − ωτ,

m_x = a cos θ, m_z = c sin θ, c/a = √(b_x/b_z).

The DM energy density is then

w_DM = D(−ack sin²θ − ack cos²θ) = −Dack.

At fixed position, both waves precess in the same sense. In a snapshot along x they turn in opposite senses, because k has changed sign. For D > 0 the coupling lowers the energy of the wave with k > 0 and raises that of its partner.

The size can be checked the same way. Averaged over a wavelength, the even part of the energy density is (Ms/4)(b_x a² + b_z c²) = Ms b_x a²/2. Dividing −Dack by this gives −d/√(b_x b_z), which is the relative frequency change found in (d).

Now reverse both the field and the magnetization. A rotation by 180° about z leaves the film and its interface unchanged, but takes +y to −y and +x to −x. The wave along +x in the reversed film is therefore equivalent to the wave along −x in the original one, and the frequency difference changes sign.

If instead the static magnetization lies along x, parallel to k, then m_x = 1 − (m_y² + m_z²)/2 to second order. The term m_z ∂x m_x is of third order, and −m_x ∂x m_z equals −∂x m_z plus third-order terms. The remaining linear term is a total derivative and integrates to zero for a periodic wave. In linear theory there is then no DM frequency shift.

**(f) Evaluate the result for a cobalt film with t = 1 nm and k = 20 rad/µm.**

Use these rough figures for cobalt: 1.7 Bohr magnetons per atom, a close-packed neighbour distance of 0.25 nm and g = 2.2. Take round model values D_s = 1 pJ/m, A = 15 pJ/m, K_s = 0.5 mJ/m² and B0 = 0.3 T. The bulk crystal anisotropy of cobalt is left out. For hcp cobalt with its c axis along the normal, about 0.45 MJ/m³, it would lower the mean frequency found below to about 15 GHz and leave the separation unchanged.

In a close-packed lattice with neighbour distance r, the volume per atom is r³/√2. Therefore

V = (0.25 nm)³/√2 = 11.05 Å³,
Ms = 1.7 μ_B/V = 1.427 × 10⁶ A/m,
γ = g μ_B/ħ = 1.935 × 10¹¹ rad s⁻¹ T⁻¹,
D = D_s/t = 1.0 × 10⁻³ J/m².

The frequency difference is

f(−k) − f(+k) = 2 (1.935 × 10¹¹)(1.0 × 10⁻³)(2.0 × 10⁷) / [π (1.427 × 10⁶)] Hz
= 1.73 GHz.

In angular frequency this is 1.08 × 10¹⁰ rad/s. With rough material figures, "about 1.7 GHz" is a suitable statement of the answer.

To place the two frequencies, use kt = 0.020, which gives P = 0.00993, and μ0Ms = 1.793 T. The exchange field is 0.0084 T and the anisotropy field 2K/Ms is 0.701 T:

b_x = 0.3 + 0.0084 + 1.793 × 0.00993 = 0.326 T,
b_z = 0.3 + 0.0084 + 1.793 × 0.99007 − 0.701 = 1.383 T.

Without DM coupling, the frequency is (γ/2π)√(b_x b_z) = 20.7 GHz. The DM field d is 0.0280 T, corresponding to 0.86 GHz. Hence f(+k) = 19.8 GHz and f(−k) = 21.5 GHz. The separation is about 8 percent of the mean frequency.

At 10 and 5 rad/µm the separation falls to 0.86 and 0.43 GHz, in proportion to k. The applied, exchange, anisotropy and dipolar fields together set the mean frequency but cancel from the difference in this model.

The uniform state must also be stable. In a numerical scan of both directions from 0.1 to 1000 rad/µm, both stiffness fields remained positive and the lowest frequency was 19.8 GHz. The conditions in (d) hold throughout that range for these parameters.

**(g) The formula is now applied to a 10 nm film with the same D_s and K_s. Is it still a reliable way to determine D_s?**

At fixed D_s, D = D_s/t. The formula therefore predicts one tenth of the previous separation, 0.173 GHz. The difficulty is that another source of nonreciprocity grows with thickness.

Consider first a film with identical faces and no DM coupling. Rotate it by 180° about y. The static magnetization is unchanged, k becomes −k, and the two faces are exchanged. Since the faces are identical, the frequencies at k and −k must be equal, even though the local mixed dipolar fields in (c) are not zero.

Anisotropy on one face removes this symmetry. It acts on m_z but not on m_x, so the two components acquire different profiles through the thickness, and the mixed dipolar fields need no longer cancel. Balancing the exchange torque at the surface, of order 2A ∂z m_z, against the anisotropy torque, of order 2K_s m_z, gives a relative variation across the film of order K_s t/A. This is 0.03 at 1 nm and 0.3 at 10 nm. These are rough upper estimates, because the slope caused by the anisotropy falls towards zero at the other face. For small kt, the mixed dipolar fields are of order μ0 Ms kt. The resulting frequency difference should therefore grow roughly as t² while both quantities are small and exchange outweighs the other fields in shaping the profile.

A calculation that divides the film into layers 0.2 nm thick, with the DM coupling and anisotropy confined to the bottom layer, gives the following values of f(−k) − f(+k) at k = 20 rad/µm.

For the 1 nm film:
- DM formula: 1.726 GHz
- anisotropy alone: −0.003 GHz
- both couplings: 1.737 GHz

For the 10 nm film:
- DM formula: 0.173 GHz
- anisotropy alone: −0.133 GHz
- both couplings: 0.055 GHz

At 1 nm, the formula lies within 1 percent of the layered result. The last digits of that result depend on the model: it moves between 1.731 and 1.743 GHz as the interface region narrows from 0.4 nm to a sharp surface, while the 10 nm value stays at 0.055 GHz. At 10 nm, it is about three times too large. Interpreting the layered value of 0.055 GHz with the formula would give D_s ≈ 0.32 pJ/m, although the value put into the calculation was 1 pJ/m. The answer is no for this 10 nm film. The size of the error belongs to the model parameters: with A = 30 pJ/m, nearer the bulk value, the layered separation is 0.091 GHz, and with A = 15 pJ/m and a bulk perpendicular anisotropy of 0.45 MJ/m³ it is 0.035 GHz.

The anisotropy contribution grows by a factor of roughly 45 (between 44 and 59 for interface regions from a sharp surface to 0.4 nm wide), less than the 100 suggested by t², so that estimate gives the trend but not the size at 10 nm. Nor is the DM formula fully repaired by adding the anisotropy-only value: at 10 nm the sum is 0.040 GHz, against 0.055 GHz in the layered film with both couplings.

The sign of the anisotropy contribution depends on which face carries the anisotropy, as the rotation about y shows. If the DM coupling is left unchanged, moving the anisotropy to the other face turns the opposition found here into addition. Turning the whole film over reverses both contributions and leaves their relative sign unchanged. Measuring films of several thicknesses helps to separate the two, because at fixed interface constants the DM part falls roughly as 1/t while the anisotropy part initially grows. Both trends are limited to thin films: for these parameters the DM part lies 9 percent above the 1/t value at 10 nm and 17 percent above it at 20 nm, and the anisotropy part follows t² only up to a few nanometres and is about the same at 20 nm as at 10 nm. The remaining digits of the values used here are in the numerical output.

Numbers as computed

```
INPUTS
rough cobalt moment per atom: 1.7 Bohr magnetons
rough neighbour distance: 0.25 nm
rough g factor: 2.2
film thickness t: 1.0 nm
interface DM constant D_s: 1.0 pJ/m
interface anisotropy K_s: 0.5 mJ/m^2
exchange stiffness A: 15.0 pJ/m
applied field B0: 0.3 T
wavenumber k: 20.0 rad/um
INTERMEDIATE VALUES
wavelength: 314.2 nm
volume per atom: 11.049 cubic angstrom
magnetization Ms: 1.4270e+06 A/m
mu0 Ms: 1.7932 T
gamma: 1.9347e+11 rad/(s T)
film-averaged D: 1.000 mJ/m^2
film-averaged K: 0.500 MJ/m^3
k t: 0.0200
dipolar factor P: 0.009934
exchange field 2 A k^2/Ms: 0.00841 T
anisotropy field 2 K/Ms: 0.7008 T
stiffness field b_x: 0.3262 T
stiffness field b_z: 1.3830 T
DM field 2 D k/Ms: 0.02803 T
RESULTS
frequency without DM coupling: 20.682 GHz
f(+k): 19.819 GHz
f(-k): 21.545 GHz
shift f(-k)-f(+k): 1.7263 GHz
same shift in angular frequency: 1.0847e+10 rad/s
shift relative to mean frequency: 8.35 percent
shift at k = 5 rad/um: 0.4316 GHz
shift at k = 10 rad/um: 0.8631 GHz
lowest frequency in stability scan: 19.777 GHz
LAYER-RESOLVED FILM, f(-k)-f(+k) AT THE SAME k
1 nm, DM and one-sided anisotropy: 1.7372 GHz
1 nm, one-sided anisotropy only: -0.00290 GHz
10 nm, DM formula: 0.1726 GHz
10 nm, DM and one-sided anisotropy: 0.0546 GHz
10 nm, one-sided anisotropy only: -0.1331 GHz
```
